\section*{Porosity from the scattering invariant and the mean film density}

\section*{Problem}

A porous dielectric film consists of a solid skeleton of uniform electron density $\rho_s$ and empty pores that fill a fraction $p$ of its volume, with $0<p<1$. The interfaces are sharp, and the film is statistically uniform on scales much larger than a pore. Its diffuse X-ray scattering per unit volume, in electron units, is
\begin{equation}
I(\mathbf q)=\frac1V\left|\int_V\left[\rho(\mathbf x)-\bar\rho\right]e^{-i\mathbf q\cdot\mathbf x}\,d^3x\right|^2 ,
\label{eq:I}
\end{equation}
where $\bar\rho$ is the mean electron density. Subtracting $\bar\rho$ removes the forward and specular part. For isotropic scattering the invariant is $Q=\int_0^\infty q^2I(q)\,dq$.

\begin{enumerate}
\item Express $Q$ through $p$ and $\rho_s$. Which porosities are compatible with given values of $Q$ and $\rho_s$? Can the shape of $I(q)$ settle the choice?
\item Suppose that $\bar\rho$ has been measured independently. Show that $Q/\bar\rho^2$ determines $p$ uniquely, even if $\rho_s$ is unknown.
\item The mean density comes from the critical edge $q_c$ of X-ray reflectivity. Express the result of part 2 through $q_c$ and the absolute invariant $Q_{\rm abs}=r_e^2Q$, where $r_e$ is the classical electron radius. Evaluate it for $Q_{\rm abs}=5.806\times10^{-6}\ \mathrm{nm^{-4}}$ and $q_c=0.20407\ \mathrm{nm^{-1}}$. Compare with what $Q$ gives if $\rho_s=420$ electrons/nm$^3$ is known instead.
\item How do small errors of the measured quantities change $p$?
\item Estimate the effect of a finite $q$ range, diffuse interfaces, water in the pores and density fluctuations in the skeleton.
\end{enumerate}

\section*{Solution}

\subsection*{1. The invariant and its two porosities}

Let $\delta\rho=\rho-\bar\rho$, and define the covariance
\begin{equation}
C(\mathbf r)=\frac1V\int_V\delta\rho(\mathbf x)\,\delta\rho(\mathbf x+\mathbf r)\,d^3x .
\end{equation}
Writing the square in \eqref{eq:I} as a double integral and using the separation $\mathbf r$ of the two points as a variable gives, for a large volume,
\begin{equation}
I(\mathbf q)=\int C(\mathbf r)e^{-i\mathbf q\cdot\mathbf r}\,d^3r,
\qquad
C(0)=\int\frac{d^3q}{(2\pi)^3}\,I(\mathbf q).
\end{equation}
The second relation is the inverse transform at $\mathbf r=0$. For isotropic scattering $d^3q=4\pi q^2dq$, so
\begin{equation}
C(0)=\frac{4\pi}{8\pi^3}\,Q
\quad\Longrightarrow\quad Q=2\pi^2C(0).
\label{eq:QC}
\end{equation}
If the pores are anisotropic, the same result holds with $Q=\frac1{4\pi}\int I(\mathbf q)\,d^3q$, which requires data in all directions of $\mathbf q$ that are not related by symmetry.

At zero separation the covariance is the variance of the density. The density is $\rho_s$ in a fraction $1-p$ of the volume and zero elsewhere, hence
\begin{align}
\bar\rho&=(1-p)\rho_s,\qquad \langle\rho^2\rangle=(1-p)\rho_s^2,\\
C(0)&=\langle\rho^2\rangle-\bar\rho^2
=(1-p)\rho_s^2\left[1-(1-p)\right]=p(1-p)\rho_s^2,\\
Q&=2\pi^2\rho_s^2\,p(1-p).
\label{eq:Q}
\end{align}
This is unchanged when $p$ is replaced by $1-p$. Solving the quadratic equation for $p$ gives
\begin{equation}
p_\pm=\frac12\pm\sqrt{\frac14-\frac{Q}{2\pi^2\rho_s^2}},\qquad p_++p_-=1.
\label{eq:roots}
\end{equation}
The two values coincide only at $p=1/2$, where $Q$ is largest for fixed $\rho_s$.

The shape of the curve does not help in general. Exchange skeleton and pores in a given structure, so that $\rho'(\mathbf x)=\rho_s-\rho(\mathbf x)$. Then $\bar\rho'=\rho_s-\bar\rho$ and $\delta\rho'=-\delta\rho$. Each diffuse amplitude changes sign and each intensity stays the same. A film of porosity $p$ and its exchanged partner of porosity $1-p$ thus have the same $I(\mathbf q)$ at every $\mathbf q$.

Two films with porosities $p$ and $1-p$ that are not exchanged partners share $Q$ but may differ in shape. An example is a film whose pores are randomly placed, overlapping spheres of radius 1.5 nm, with $\rho_s=420$ electrons/nm$^3$. Integrating its scattering curve numerically gives $Q=7.312\times10^5\ \mathrm{nm^{-6}}$ both at $p=0.30$ and at $p=0.70$, in agreement with \eqref{eq:Q}. The limits $I(q\to0)$ are $4.62\times10^5$ and $3.34\times10^5\ \mathrm{nm^{-3}}$. The curve could separate these two films, but only for someone who already knows that the pores, and not the solid parts, are the spheres.

\subsection*{2. Using the mean density}

Divide \eqref{eq:Q} by $2\pi^2\bar\rho^2=2\pi^2(1-p)^2\rho_s^2$. The skeleton density and one factor $1-p$ cancel:
\begin{equation}
X\equiv\frac{Q}{2\pi^2\bar\rho^2}=\frac{p(1-p)\rho_s^2}{(1-p)^2\rho_s^2}=\frac{p}{1-p}.
\label{eq:X}
\end{equation}
The derivative
\begin{equation}
\frac{dX}{dp}=\frac{(1-p)+p}{(1-p)^2}=\frac1{(1-p)^2}>0
\end{equation}
shows that $X$ rises steadily from 0 to infinity, so each $X$ belongs to one porosity. From $X(1-p)=p$ follows
\begin{equation}
p=\frac{X}{1+X},\qquad
\rho_s=\frac{\bar\rho}{1-p}=\bar\rho\,(1+X).
\label{eq:p}
\end{equation}
The exchanged film has mean density $p\rho_s$ and ratio $(1-p)/p=1/X$. The two candidates, which $Q$ cannot separate, now lie on opposite sides of $X=1$.

The information that decides between them is the measured $\bar\rho$; the division puts it to use. If $\bar\rho$ were calculated from an assumed porosity, the argument would be circular and either root could be confirmed. If $\rho_s$ were reliably known, $p=1-\bar\rho/\rho_s$ would follow from the mean density without any scattering data. The ratio is useful when $\rho_s$ is not known, for instance because the skeleton of a porous film need not have the density of a dense film of similar composition. It then yields both unknowns.

For a few pores, $X\simeq p$, because the mean density is almost that of the skeleton. For a very open film, $X\simeq1/(1-p)$ is large because $\bar\rho$ is small, although $Q$ itself tends to zero.

The relation was also tested on a periodic box of volume elements with spherical pores. Counting empty elements gives a porosity of 0.29478, and the Fourier-transformed density gives 0.29478 through \eqref{eq:p}. After exchange of the phases the scattering gives 0.70522.

\subsection*{3. The critical edge and the numbers}

For photon energies far above the electronic binding energies, and without absorption, the electrons respond as if free. The wave number in the film then obeys $k_f^2=(\omega^2-\omega_p^2)/c^2$, with
\begin{equation}
\frac{\omega_p^2}{c^2}=\frac{\bar\rho e^2}{\varepsilon_0m_ec^2}=4\pi r_e\bar\rho,
\qquad r_e=\frac{e^2}{4\pi\varepsilon_0m_ec^2}.
\end{equation}
The wave-vector component parallel to the surface is conserved. The normal component therefore changes from $k_z$ to $k_z'$ with $k_z'^2=k_z^2-4\pi r_e\bar\rho$. The wave ceases to propagate in the film when $k_z'=0$. Since the momentum transfer in specular reflection is $q_z=2k_z$, the edge lies at
\begin{equation}
q_c^2=16\pi r_e\bar\rho
\quad\Longrightarrow\quad
\bar\rho^2=\frac{q_c^4}{256\pi^2r_e^2}.
\label{eq:qc}
\end{equation}
Insert this and $Q=Q_{\rm abs}/r_e^2$ into \eqref{eq:X}:
\begin{equation}
\frac{p}{1-p}=\frac{Q_{\rm abs}}{r_e^2}\,\frac{1}{2\pi^2}\,\frac{256\pi^2r_e^2}{q_c^4}
=\frac{128\,Q_{\rm abs}}{q_c^4}.
\label{eq:edge}
\end{equation}
The electron radius cancels, and both sides are dimensionless. For an organosilicate at 8 keV the free-electron picture is not exact: the dispersion correction, mainly from the silicon K shell, raises the effective electron number by about 1\,\%. This shifts $\bar\rho$ and $\rho_s$ found from $q_c$ by that amount. It multiplies $Q_{\rm abs}$ and $q_c^4$ by nearly the same factor, so it drops out of \eqref{eq:edge} if both are measured at the same photon energy. The intensity must be on an absolute scale and corrected for polarization.

For the given data,
\begin{equation}
X=\frac{128\times5.806\times10^{-6}}{(0.20407)^4}\simeq0.429,
\qquad p=\frac{0.429}{1.429}\simeq0.300 .
\end{equation}
With $r_e=2.818\times10^{-6}$ nm, equation \eqref{eq:qc} gives $\bar\rho=294$ electrons/nm$^3$, and \eqref{eq:p} gives $\rho_s=294\times1.429\simeq420$ electrons/nm$^3$.

If $\rho_s=420$ electrons/nm$^3$ is supplied instead of $q_c$, then $Q=Q_{\rm abs}/r_e^2=7.312\times10^5\ \mathrm{nm^{-6}}$ and
\begin{equation}
\frac{Q}{2\pi^2\rho_s^2}=0.210,\qquad
p_\pm=0.5\pm\sqrt{0.25-0.210}=0.70\ \text{or}\ 0.30 .
\end{equation}
The rejected film would have a mean density of 126 electrons/nm$^3$ and $X=2.33$. At 8 keV its critical angle would be $0.094^\circ$, against $0.144^\circ$ for the film with $p=0.30$.

Equation \eqref{eq:qc} locates the point where the wave begins to propagate in the film. If the film lies on a denser substrate and nothing absorbs, the wave that enters is still totally reflected at the substrate until the substrate's own edge is reached. The reflectivity then shows no drop at the film edge. A real film absorbs weakly, which lowers the reflectivity below the film edge and, more strongly, above it. The minima seen there are resonances of the film and lie above $q_c$ by an amount that depends on thickness and absorption. Taking such a minimum for $q_c$ would make the porosity too low; $q_c$ has to be found from a fit of the reflectivity curve that includes the film thickness, the absorption and the substrate.

\subsection*{4. Propagation of errors}

Taking the differential of $\ln X=\ln p-\ln(1-p)$ gives
\begin{equation}
\frac{\delta X}{X}=\left(\frac1p+\frac1{1-p}\right)\delta p=\frac{\delta p}{p(1-p)} .
\end{equation}
Since $X\propto Q/\bar\rho^2$,
\begin{equation}
\delta p=p(1-p)\left(\frac{\delta Q}{Q}-2\frac{\delta\bar\rho}{\bar\rho}\right).
\label{eq:err}
\end{equation}
At $p=0.30$ the coefficients are $0.21$ and $-0.42$. A mean density 2\,\% too high gives $p=0.292$. Because $\bar\rho\propto q_c^2$, a relative error of $q_c$ enters with the factor $-4p(1-p)$.

With $\rho_s$ held fixed and free of error, differentiating \eqref{eq:Q} gives instead
\begin{equation}
(1-2p)\,\delta p=p(1-p)\frac{\delta Q}{Q}
\quad\Longrightarrow\quad
\delta p=\frac{p(1-p)}{1-2p}\,\frac{\delta Q}{Q}.
\end{equation}
The coefficient is 0.525 at $p=0.30$ and diverges at $p=1/2$, where the two roots merge and $Q$ is stationary in $p$. The ratio has no such singular point: its coefficient for $Q$ is at most $1/4$.

\subsection*{5. Departures from the ideal film}

\paragraph{Finite range of $q$.} Let $S/V$ be the pore surface per volume. A short segment of length $r$, at angle $\theta$ to the local surface normal, has its ends in different phases for starting points in a volume $Sr|\cos\theta|$. The average of $|\cos\theta|$ over directions is $1/2$, so the probability is $Sr/(2V)$. The mean squared density difference between the ends is $2[C(0)-C(r)]$, and therefore
\begin{equation}
2[C(0)-C(r)]\simeq\rho_s^2\frac{Sr}{2V}
\quad\Longrightarrow\quad
C(r)\simeq C(0)-\rho_s^2\frac{S}{4V}\,r .
\label{eq:Cr}
\end{equation}
For isotropic scattering $I(q)=(4\pi/q)\int_0^\infty rC(r)\sin(qr)\,dr$. Repeated integration by parts gives, from the end point $r=0$, the leading term $-(rC)''|_0/q^3=-2C'(0)/q^3$ for the integral. In the overlapping-sphere model $C''$ also jumps where $r$ equals the sphere diameter, which adds a term of the same order in $1/q$ that oscillates with $q$. Averaged over such oscillations,
\begin{equation}
I(q)\simeq-\frac{8\pi C'(0)}{q^4}=\frac{2\pi\rho_s^2}{q^4}\frac SV,
\qquad
\int_{q_{\max}}^\infty q^2I\,dq\simeq\frac{2\pi\rho_s^2}{q_{\max}}\frac SV .
\end{equation}
In the tail integral the oscillating term contributes only at order $1/q_{\max}^2$. For the overlapping-sphere film $S/V=0.499\ \mathrm{nm^{-1}}$. With $q_{\max}=5\ \mathrm{nm^{-1}}$ this formula estimates the missing tail as $1.11\times10^5\ \mathrm{nm^{-6}}$, about 15\,\% of $Q$. Integrating from 0.1 to 5 nm$^{-1}$ alone gives $p=0.267$; adding the tail gives 0.301. Here $S/V$ is known from the model. In a measurement the coefficient of $q^{-4}$ must be fitted, and its error adds to that of $Q$. For spheres of one size the oscillation is large: $q^4I$ swings between about 0.3 and 1.7 times its average, and a coefficient read from $I(q)$ at $q=5\ \mathrm{nm^{-1}}$ alone would give $p=0.28$. The fit must therefore cover several periods.

\paragraph{Diffuse interfaces.} Smear the density with a Gaussian of standard deviation $t$ in each direction. The mean density is unchanged. Each amplitude is multiplied by $e^{-q^2t^2/2}$ and each intensity by $e^{-q^2t^2}$. In real space, $C(0)$ is replaced by the average of $C(r)$ over a Gaussian with variance $2t^2$ per direction, for which $\langle r\rangle=\sqrt2\,t\sqrt{8/\pi}=4t/\sqrt\pi$. With \eqref{eq:Cr}, the loss to first order in $t$ is
\begin{equation}
\Delta C(0)=-\rho_s^2\frac{S}{4V}\,\frac{4t}{\sqrt\pi}
=-\rho_s^2\frac SV\frac{t}{\sqrt\pi}.
\end{equation}
For $t=0.1$ nm this is 13.4\,\% of $C(0)$; numerical integration gives 13.1\,\%. The apparent porosity falls to 0.271.

\paragraph{Water in the pores.} If the pores have a uniform density $\rho_v$, the variance is $p(1-p)(\rho_s-\rho_v)^2$, and
\begin{equation}
X=\frac{p(1-p)(\rho_s-\rho_v)^2}{\left[(1-p)\rho_s+p\rho_v\right]^2}.
\end{equation}
The contrast falls and the mean density rises, so both changes lower $X$. Liquid water has 334 electrons/nm$^3$. Water spread evenly through the pores at 5\,\% of this density gives $\rho_v=16.7$ electrons/nm$^3$ and an apparent porosity of 0.276. The same amount gathered in patches of liquid density lowers the apparent porosity less, because the density variations inside the pores add to the variance while the mean density is the same.

\paragraph{Skeleton fluctuations.} Let the skeleton density fluctuate with relative standard deviation $s$ about $\rho_s$. Then $\langle\rho^2\rangle=(1-p)\rho_s^2(1+s^2)$ with $\bar\rho$ unchanged. Since $1+X=\langle\rho^2\rangle/\bar\rho^2=(1+s^2)/(1-p)$,
\begin{equation}
p_{\rm app}=1-\frac1{1+X}=1-\frac{1-p}{1+s^2}=\frac{p+s^2}{1+s^2}.
\end{equation}
For $s=0.05$ this is 0.302, provided that the additional scattering lies within the integrated range. Skeleton pores too small to scatter in that range act differently. They lower the effective $\rho_s$, and $X$ then gives the fraction of the larger, resolved pores. This limit needs a radius well below $1/q_{\max}$. Take overlapping spherical micropores that fill 10\,\% of the skeleton (total porosity 0.37), integrate to $5\ \mathrm{nm^{-1}}$ and add the tail of the large pores only. The apparent porosity is then 0.301, 0.313 and 0.336 for micropore radii of 0.1, 0.3 and 0.5 nm.

\paragraph{Comparison with real films.} The skeleton density, porosity and pore size are round values in the rough regime of porous organosilicate low-$k$ films. A uniform $\rho_s$ describes a real skeleton only after averaging over the atoms. The atomic structure scatters at larger $q$, and up to the largest $q$ reachable at 8 keV it would add roughly a hundred times the pore invariant to $Q$. The integral of the data must therefore stop below the atomic peaks, and the slowly varying background from skeleton fluctuations must be subtracted before the $q^{-4}$ tail is fitted. A flat background of $200\ \mathrm{nm^{-3}}$ left in the integral and in the tail coefficient at $5\ \mathrm{nm^{-1}}$ would raise the result of the example from 0.301 to 0.310. Real films also depart from the assumption of sharp interfaces and empty pores. For the chosen smearing and evenly spread water, each departure lowers the apparent porosity by 0.02 to 0.03 when acting alone; their size in a given film has to be measured. Multiple scattering is negligible here: in one pass at normal incidence through 500 nm of this film, about $7\times10^{-6}$ of the 8 keV photons are scattered by the pores; wide-angle scattering by the atoms of an organosilicate skeleton adds a few times $10^{-5}$. At grazing incidence the path is longer, and refraction and reflection at the film boundaries must be treated before \eqref{eq:edge} is applied.

None of these shifts, acting alone, carries the film with $p=0.30$ across $X=1$, so it is not mistaken for its partner with $p=0.70$. Near $p=1/2$ the candidates are close together, and errors of this size can exceed their separation. The numerical output below lists the values used.

\section*{Computed values}
\begin{verbatim}
INPUTS (round model values)
skeleton density           420.0 electrons/nm^3
porosity put in            0.30
pore-sphere radius         1.50 nm
film thickness             500 nm
photon energy              8.0 keV
wavelength                 0.1550 nm
classical electron radius  2.8179e-06 nm
INVARIANT
Q by quadrature            7.3119e+05 nm^-6
Q by formula               7.3122e+05 nm^-6
Q, porosity 1-p            7.3120e+05 nm^-6
I(0), porosity p           4.6243e+05 nm^-3
I(0), porosity 1-p         3.3427e+05 nm^-3
absolute Q                 5.8062e-06 nm^-4
roots at fixed skeleton    0.3000 and 0.7000
MEAN DENSITY AND RATIO (p | 1-p)
mean density  294.0 | 126.0 electrons/nm^3
critical q    0.20407 | 0.13359 nm^-1
critical angle  0.1442 | 0.0944 degrees
ratio X       0.4286 | 2.3333
porosity      0.3000 | 0.7000
128 Q_abs/q_c^4            0.4286
skeleton density found     420.0 electrons/nm^3
VOXEL TEST
porosity by count          0.29478
porosity by scattering     0.29478
same, phases exchanged     0.70522
ratios X                   0.41799 and 2.39240
SENSITIVITY (change of p per relative change)
ratio route, in Q          0.2100
ratio route, in density    -0.4200
fixed skeleton, in Q       0.5250
NEGLECTED EFFECTS (apparent porosity)
q window                   0.1 to 5.0 nm^-1
pore surface per volume    0.4993 nm^-1
window, no tail            0.2674
window, Porod tail added   0.3006
interface smearing (rms)   0.10 nm
loss of Q, quadrature      13.06 %
loss of Q, first order     13.42 %
smeared interfaces         0.2714
water density              334.3 electrons/nm^3
pores 5 % water            0.2764
skeleton rms 5 %           0.3017
mean density 2 % too high  0.2917
photons scattered per pass 7.42e-06
\end{verbatim}
